How hydrogen clears a silicon dangling-bond level from the gap

**What symmetry fixes**

A silicon atom with a missing neighbour has an unpaired hybrid orbital d. Let its energy be e_d, inside the gap between the valence edge E_v and the conduction edge E_c. A hydrogen 1s orbital h, of energy e_h, comes close. The two orbitals are taken as orthonormal and real, and the matrix element between them is −V with V > 0. Define

m = (e_d + e_h)/2, δ = (e_d − e_h)/2.

Measured from m, the Hamiltonian has diagonal elements δ and −δ and off-diagonal element −V. Its levels cannot depend on which orthonormal pair of orbitals describes it. Take the rotated pair

d′ = cos θ d + sin θ h, h′ = −sin θ d + cos θ h.

Working out the matrix elements in this pair gives

δ′ = δ cos 2θ − V sin 2θ, V′ = V cos 2θ + δ sin 2θ.

The pair (δ, V) turns like a vector in a plane, so the levels can depend on its length alone:

R = √(δ² + V²).

Since R is the one energy left, each level is m plus a number times R. At V = 0 the levels must be e_d and e_h, which are m ± |δ|, so the numbers are ±1:

E₋ = m − R, E₊ = m + R.

Coupling therefore pushes the two levels apart. Symmetry does not say whether they leave the gap, because the gap edges are further energies, set by the crystal. That depends on the strength of the coupling.

**Why the level matters**

A localized gap state can capture an electron from the conduction band and hold it until a hole arrives from the valence band. The pair is then lost. Passivation removes the state that does the holding. Radiative and Auger recombination, and other defects, are untouched.

The energies here are one-electron levels. Electron repulsion, lattice relaxation and the repulsion between atomic cores are left out, so the levels are not the charge-transition levels seen in electrical measurements.

**When the two levels enclose the gap**

The levels are the roots of the secular polynomial

p(E) = (e_d − E)(e_h − E) − V² = (E − E₋)(E − E₊).

This parabola opens upward and is negative only between its roots. Thus p(E_v) < 0 means that E_v lies between the levels, and p(E_c) < 0 means the same for E_c. Together they say that one level lies below the gap and the other above it. Written out, with both factors of the second product reversed in sign, the conditions are

V² > (e_d − E_v)(e_h − E_v),
V² > (E_c − e_d)(E_c − e_h).

If e_h lies below E_v, the first right-hand side is negative and the condition holds for any V. The second then decides, and a deeper hydrogen level needs a stronger coupling.

For a dangling level at midgap, put e_d = 0, E_v = −g and E_c = g. The conditions become V² > g(g + e_h) and V² > g(g − e_h), or together

V² > g(g + |e_h|).

At given g the requirement is weakest when the two orbitals have equal energies.

**Composition and filling**

The d row of the eigenvalue equation for the lower level is (E₋ − e_d)c_d = −V c_h. Since E₋ − e_d = −(R + δ), this gives

(R + δ)c_d = V c_h.

The amplitudes have equal signs, so this is the bonding combination. Squaring, and using V² = (R − δ)(R + δ), gives c_d²/c_h² = (R − δ)/(R + δ). Normalization then yields

c_d² = (1 − δ/R)/2.

The antibonding orbital is the orthogonal combination, with weight c_h² on d. The silicon hybrid and the hydrogen atom bring one electron each. Both enter the bonding level, with opposite spins, and the one-electron energy changes by

2E₋ − e_d − e_h = 2(m − R) − 2m = −2R.

**How large: a numerical case**

Take round model parameters, not a computed silicon surface: g = 0.04 Ry, e_d = 0, e_h = −0.06 Ry and V = 0.20 Ry. The gap is 0.08 Ry, or 1.09 eV. Then m = −0.03 Ry, δ = 0.03 Ry and

R = √(0.03² + 0.20²) = 0.2022 Ry.

The levels are

E₋ = −0.0300 − 0.2022 = −0.2322 Ry (−3.16 eV),
E₊ = −0.0300 + 0.2022 = 0.1722 Ry (2.34 eV).

They lie 0.192 Ry below the valence edge and 0.132 Ry above the conduction edge. The bonding orbital has 43% of its weight on silicon and 57% on hydrogen. The criterion asks for V > √(0.04 × 0.10) = 0.063 Ry, which is met threefold.

**What the bands change**

The hybrid is also coupled to the rest of its atom, and through it to the crystal. A simple model with this feature is a half-infinite chain of atoms with two hybrids each, all of energy zero. The coupling is −D inside an atom and −B across a bond, with B > D > 0. Number the orbitals from the free end: d is 0, its partner on the same atom is 1, and the next atom holds 2 and 3.

In the interior, let u and v be the amplitudes on the two hybrids of an atom, with phase k from atom to atom. Then

E u = −(D + B e^{−ik})v, E v = −(D + B e^{ik})u.

Multiplying the two equations gives E² = |D + B e^{ik}|². The bands thus cover B − D ≤ |E| ≤ B + D, and the half-gap is g = B − D.

At the free end there is a state at E = 0. Row 0 requires x₁ = 0, and row 2 then gives x₃ = 0, and so on along the chain. Row 1 requires D x₀ + B x₂ = 0, so x₂ = −(D/B)x₀, and each further atom repeats the factor. The squared amplitudes form a geometric series, whose sum fixes the weight on d:

w = 1 − (D/B)².

For B = 0.24 Ry and D = 0.20 Ry, which give the same g as above, w = 0.31. In this chain most of the gap state lies deeper, not on the orbital that hydrogen touches. That follows from the chosen ratio D/B, which was picked to reproduce the gap in one dimension. A dangling bond in real silicon can be much more concentrated on its own atom, so w and the factors derived from B and D below are model values, not silicon values.

**The exact condition in the chain**

Let G(E) be the response on d of the chain without hydrogen, that is, the d,d element of (E − H)⁻¹. Let G₁ be the same quantity for the chain that starts at orbital 1. With a unit source on d, the equations are E x₀ + D x₁ = 1 and x₁ = −D G₁ x₀. Hence G = 1/(E − D²G₁). Removing orbital 1 as well leaves a copy of the original chain, so G₁ = 1/(E − B²G). Substituting,

G[E(E − B²G) − D²] = E − B²G,

B²E G² − (E² + B² − D²)G + E = 0.

With s = E² + B² − D², the root needed is

G = [s + √(s² − 4B²E²)]/(2B²E).

The plus sign is right because G must behave as w/E near zero, where the gap state lies; the other root has no such pole. At E = g,

s = g² + (B − D)(B + D) = g(g + B + D) = 2Bg.

The square root vanishes there and G(g) = 1/B. Since G is odd in E, G(−g) = −1/B.

Now attach hydrogen. Its row is (E − e_h)x_h = −V x_d, and the chain responds with x_d = −V G x_h. A gap level therefore obeys

f(E) = E − e_h − V²G(E) = 0.

The point E = 0, where G is infinite, needs a separate look. There row 2 gives x₃ = −(B/D)x₁, which grows along the chain unless x₁ = 0. Row 0, V x_h + D x₁ = 0, then gives x_h = 0, and the hydrogen row gives x_d = 0. No state remains at zero for any V > 0.

Elsewhere in the gap, G is a sum of terms |ψ_d|²/(E − E_n), each of which falls with E, so f rises. Just above zero f is −∞, and at the upper edge it is g − e_h − V²/B. There is no root between if this last value is not positive. In the lower half f rises from −g − e_h + V²/B to +∞, and there is no root if the starting value is not negative. Both halves are empty exactly when

V² ≥ B(g + |e_h|).

The two-orbital criterion has g in place of the first factor B, so its threshold for V² is too low by a factor B/g. If D → 0, the hybrid is cut off from the chain, g → B, and the two criteria agree apart from the marginal case of equality. If D → B, the gap closes and w → 0. The two-orbital threshold then goes to zero, while the chain still asks for V² ≥ B|e_h|.

With the numbers above, the chain requires V ≥ √(0.24 × 0.10) = 0.155 Ry, against 0.063 Ry from two orbitals. The coupling at which the last gap level disappears from the spectra of a chain of 2000 atoms is 0.1547 Ry, which agrees with the formula value 0.1549 Ry to about 0.1%. The difference is a finite-length effect of about 0.0002 Ry and shrinks as the chain is lengthened.

The factor B/g = 6 has two parts. An isolated level on d would give G = 1/g at the conduction edge. The gap state, with its reduced weight, gives w/g = 7.64 Ry⁻¹, smaller by 1/0.306 = 3.3. The full value is 1/B = 4.17 Ry⁻¹, smaller again by 7.64/4.17 = 1.8. The second reduction comes from the band states. Reversing the sign of every second amplitude turns H into −H, so band states occur in pairs ±ε with equal weight q on d. At E = g a pair contributes

q/(g − ε) + q/(g + ε) = 2qg/(g² − ε²),

which is negative because ε > g. The nearby conduction states push the rising level back down more than the valence states push it up.

**What the two levels become**

For V = 0.20 Ry the chain has no level in the gap and none beyond the outer band edges at ±0.44 Ry. The bonding and antibonding orbitals are no longer eigenstates: each is spread over many band states. The mean energy and the spread follow from letting the full Hamiltonian act on the orbital, here the bonding orbital b. The extra coupling leads from d to orbital 1 alone, so

H b = E₋ b − D c_d (orbital 1).

Orbital 1 is orthogonal to b. The mean energy of b is therefore E₋, and its variance is D²c_d². The two-orbital level survives as the mean of a distribution, though not necessarily as its peak. The rms width is

D c_d = 0.20 × √0.4258 = 0.13 Ry.

The antibonding orbital likewise has mean energy E₊ and rms width D c_h = 0.15 Ry. These widths are comparable with the distances to the band edges, so the separation is not perfect: 96% of the bonding orbital and 8% of the antibonding orbital belong to states below the gap. None of either belongs to a state inside it.

The electron count completes the picture. Take a finite chain of 600 atoms, closed by one further hybrid that is coupled by −B to the last atom, so that the far end has no gap state of its own. With one electron in each of its 1201 orbitals, it has 600 filled levels below the gap and one half-filled level in it. With hydrogen there are 601 levels below the gap, all filled, and the gap is empty.

The one-electron energy falls by 0.40 Ry (5.5 eV) in the two-orbital model and by 0.31 Ry (4.3 eV) in the chain. The first figure treats d as isolated before and after bonding; the second includes its coupling to the chain in both cases. Neither is a Si–H bond energy, since the repulsive terms are missing.

**When passivation fails**

Weaken the coupling to V = 0.10 Ry, as a stretched bond would. Two orbitals give levels at −0.134 and 0.074 Ry, both outside the gap, and suggest that the trap is gone. The chain disagrees: it keeps a level at 0.0295 Ry, which is 0.0105 Ry (0.14 eV) below the conduction edge. Hydrogen has moved the trap upward without removing it. How much recombination remains is a separate question. A level this close to the band edge can release its electron thermally before a hole arrives, so it may do less harm than a level at midgap, depending on doping, temperature and capture rates.

As V → 0 this level returns to e_d, and the original trap is restored. Its filling in that limit is beyond the model. With e_h below e_d, one-electron filling would put both electrons on hydrogen, whereas separation into neutral atoms leaves one on each side. Electron repulsion decides this.

**What to do about it**

- Judge a passivated structure by its full spectrum, with the bands included. Two levels outside the gap in a two-orbital estimate are not sufficient evidence.
- Provide one hydrogen atom for each dangling hybrid. If the defects act independently, their recombination rates add at given carrier densities. The sites left bare then set the remaining loss from this source, provided that hydrogen has cleared the gap at all the others.
- Protect the bond in later processing. In the example, with the other parameters fixed, V can fall from 0.20 to 0.155 Ry, or by about 23%, before a gap level reappears. This margin belongs to the model parameters and is not a tolerance for a real Si–H bond, whose coupling at equilibrium length can be considerably larger than 0.20 Ry and whose levels also shift as it stretches. A broken bond needs hydrogen again.
- When comparing passivating atoms, look at both the coupling and the level. In both models here, with the dangling level at midgap and bands symmetric about it, an atomic level further from midgap raises the required V², and a stronger coupling to the hybrid has to make up for it.

The inputs and intermediate values are listed in the numerical output.

Computed results

```
1 Ry in eV: 13.6057 eV
coupling across a Si-Si bond, B: 0.2400 Ry
coupling inside an atom, D: 0.2000 Ry
dangling level e_d: 0.0000 Ry
hydrogen level e_h: -0.0600 Ry
hydrogen coupling V: 0.2000 Ry
valence edge E_v: -0.0400 Ry
conduction edge E_c: 0.0400 Ry
gap: 0.0800 Ry
gap in eV: 1.09 eV
outer band edge, B + D: 0.4400 Ry
mean level m: -0.0300 Ry
half difference delta: 0.0300 Ry
R: 0.2022 Ry
bonding level: -0.2322 Ry
bonding level in eV: -3.16 eV
antibonding level: 0.1722 Ry
antibonding level in eV: 2.34 eV
bonding level below E_v by: 0.1922 Ry
antibonding level above E_c by: 0.1322 Ry
bonding weight on d: 0.4258
bonding weight on h: 0.5742
threshold V, two orbitals: 0.0632 Ry
threshold V, chain formula: 0.1549 Ry
threshold V, chain spectra: 0.1547 Ry
ratio of thresholds in V^2, B/g: 6.00
bare gap state, weight on d: 0.3056
G at E_c, gap state alone, w/g: 7.639 1/Ry
G at E_c, whole chain, 1/B: 4.167 1/Ry
chain cells M: 600
levels below gap, bare chain: 600
levels in gap, bare chain: 1
levels below gap, with H: 601
levels in gap, with H: 0
bonding resonance, mean energy: -0.2322 Ry
bonding resonance, rms width: 0.1305 Ry
antibonding resonance, mean energy: 0.1722 Ry
antibonding resonance, rms width: 0.1515 Ry
bonding orbital, share below gap: 0.9601
antibonding orbital, share below gap: 0.0810
one-electron energy change, two orbitals: -0.4045 Ry
one-electron energy change, chain: -0.3148 Ry
weak coupling V: 0.1000 Ry
weak coupling, two-orbital bonding level: -0.1344 Ry
weak coupling, two-orbital antibonding level: 0.0744 Ry
weak coupling, level left in chain gap: 0.0295 Ry
same level from Green function: 0.0295 Ry
```
